# How Bond Misalignment Weakens Hopping and Absorption Through a Shared p Orbital: a numerical check

```python
"""
Bond misalignment in a three-site p-orbital model.

Result under test: a central p_x orbital shared by two neighbours, one of them
turned off the x axis by theta, has hopping to the turned neighbour
    t2 = sqrt(Vs^2 cos^2(theta) + Vp^2 sin^2(theta)),
level energies -E, 0, E with E = sqrt(Vs^2 + t2^2), and squared dipole
    D = (a^2/2) * G * cos^2(theta/2),  G = 4 q^2/(1+q^2)^2,  q = t2/Vs
from the bonding to the nonbonding level.
Vs, Vp: sigma and pi hopping (eV); a: bond length (angstrom).
Strength W = sum over two spins of (transition energy) * (squared dipole).
W_low: transitions to the nonbonding level; W_high: to antibonding levels.
End sites carry full p shells; position is diagonal in the sites.
"""
import numpy as np
from scipy.optimize import brentq
from pyscf import gto

Vs, Vp, a = 2.0, -0.5, 3.0
X_ONLY = np.eye(3)[:, :1]
FULL_SHELL = np.eye(3)


def hop(n, vs=Vs, vp=Vp):
    """Hopping matrix between two p shells joined along unit vector n."""
    return vp * np.eye(3) + (vs - vp) * np.outer(n, n)


def turned(theta):
    return np.array([np.cos(theta), np.sin(theta), 0.0])


def trimer(theta):
    return [np.array([-1.0, 0.0, 0.0]), turned(theta)]


def build(directions, central, vs=Vs, vp=Vp):
    """Hamiltonian and diagonal position coordinates of a central site + ends."""
    k = central.shape[1]
    size = k + 3 * len(directions)
    ham = np.zeros((size, size))
    pos = np.zeros((3, size))
    for i, n in enumerate(directions):
        s = slice(k + 3 * i, k + 3 * i + 3)
        ham[:k, s] = central.T @ hop(n, vs, vp)
        ham[s, :k] = ham[:k, s].T
        pos[:, s] = a * n[:, None]
    return ham, pos


def spectrum(directions, central, vs=Vs, vp=Vp):
    """Strengths from diagonalization and explicit sums over states."""
    ham, pos = build(directions, central, vs, vp)
    e, c = np.linalg.eigh(ham)
    d2 = sum((c.T @ (p[:, None] * c)) ** 2 for p in pos)
    weight = 2 * (e[None, :] - e[:, None]) * d2
    neg, zero, plus = e < -1e-7, abs(e) < 1e-7, e > 1e-7
    return {"E": -e[0], "D": d2[np.ix_(neg, zero)].sum(),
            "low": weight[np.ix_(neg, zero)].sum(),
            "low_filled": weight[np.ix_(zero, plus)].sum(),
            "high": weight[np.ix_(neg, plus)].sum(),
            "band": -e[neg].sum()}


def formulas(theta, vs=Vs, vp=Vp):
    t2 = np.sqrt((vs * np.cos(theta)) ** 2 + (vp * np.sin(theta)) ** 2)
    energy = np.sqrt(vs ** 2 + t2 ** 2)
    q = t2 / vs
    g = 4 * q ** 2 / (1 + q ** 2) ** 2
    dip = a ** 2 / 2 * g * np.cos(theta / 2) ** 2
    return t2, energy, g, dip


def polarizability_by_field(theta, step=2e-3):
    """Mean alpha/e^2 of two bonding electrons, from finite electric fields."""
    ham, pos = build(trimer(theta), X_ONLY)

    def lowest(field, p):
        return np.linalg.eigvalsh(ham + field * np.diag(p))[0]
    return sum(-2 * (lowest(step, p) - 2 * lowest(0, p) + lowest(-step, p))
               / step ** 2 for p in pos) / 3


# Angular law against true integrals between Gaussian p orbitals
def gaussian_block(theta):
    mol = gto.M(atom=[["H", (0, 0, 0)], ["H", tuple(3.0 * turned(theta))]],
                basis={"H": [[1, [0.3, 1.0]]]}, unit="Bohr", verbose=0)
    return (mol.intor("int1e_kin") + mol.intor("int1e_nuc"))[:3, 3:]


ref = gaussian_block(0.0)
angular_error = 0.0
for th in np.radians([20, 50, 80]):
    diff = gaussian_block(th) - hop(turned(th), ref[0, 0], ref[1, 1])
    angular_error = max(angular_error, abs(diff).max())
assert angular_error < 1e-9

# Hopping, levels, strengths and polarizability over the angle range
angles = np.radians([0, 15, 30, 45, 60, 75, 90])
rows = []
for th in angles:
    t2, energy, g, dip = formulas(th)
    column = hop(turned(th))[:, 0]
    phi = np.linspace(0, np.pi, 20001)
    best = abs(np.cos(phi) * column[0] + np.sin(phi) * column[1]).max()
    assert abs(best - t2) < 1e-6          # limited by the grid in phi
    s = spectrum(trimer(th), X_ONLY)
    assert abs(s["E"] - energy) < 1e-10
    assert abs(s["D"] - dip) < 1e-9
    assert abs(s["low"] - 2 * energy * dip) < 1e-8
    assert abs(s["low_filled"] - s["low"]) < 1e-8
    assert abs(s["low"] + s["high"] - energy * a ** 2) < 1e-8
    alpha = polarizability_by_field(th)
    assert abs(alpha / ((dip + a ** 2 / 6) / energy) - 1) < 1e-4
    rows.append((np.degrees(th), column[0], column[1], best, s["E"], s["D"],
                 s["low"], s["high"], alpha))
rows = np.array(rows)

fine = [spectrum(trimer(th), X_ONLY) for th in np.linspace(0, np.pi / 2, 91)]
assert np.all(np.diff([s["low"] for s in fine]) < 0)
assert np.all(np.diff([s["low"] + s["high"] for s in fine]) < 0)

# Angle at which the parallel-orbital hopping vanishes
node = brentq(lambda th: hop(turned(th))[0, 0], 0.1, 1.5)
assert abs(np.tan(node) ** 2 - Vs / abs(Vp)) < 1e-8

# Small-angle law
kappa = abs(Vp) / Vs
small = 0.02
slope = (1 - spectrum(trimer(small), X_ONLY)["low"] / fine[0]["low"]) / small ** 2
assert abs(slope - (2 - kappa ** 2) / 4) < 1e-3
alpha_small = polarizability_by_field(np.radians(10)) / rows[0, 8]
assert alpha_small > 1

# Control: pi coupling as strong as sigma coupling
th60 = np.radians(60)
c0 = spectrum(trimer(0), X_ONLY, Vs, -Vs)
c60 = spectrum(trimer(th60), X_ONLY, Vs, -Vs)
control_low = c60["low"] / c0["low"]
control_total = (c60["low"] + c60["high"]) / (c0["low"] + c0["high"])
assert abs(control_low - np.cos(th60 / 2) ** 2) < 1e-9
assert abs(control_total - 1) < 1e-9

# Scope: all central p orbitals free, first for the trimer
free0 = spectrum(trimer(0), FULL_SHELL)
free90 = spectrum(trimer(np.pi / 2), FULL_SHELL)
w_free0 = free0["low"] + free0["high"]
w_free90 = free90["low"] + free90["high"]
assert abs(w_free0 - a ** 2 * np.sqrt(2) * (Vs + 2 * abs(Vp))) < 1e-8
assert abs(w_free90 - a ** 2 * (2 * np.hypot(Vs, Vp)
                                + np.sqrt(2) * abs(Vp))) < 1e-8
assert w_free90 > w_free0

# Then for a central site with six neighbours
octa = [sign * axis for axis in np.eye(3) for sign in (1.0, -1.0)]
bent = [turned(np.radians(30))] + octa[1:]
o_straight, o_bent = spectrum(octa, FULL_SHELL), spectrum(bent, FULL_SHELL)
w_octa = o_straight["low"] + o_straight["high"]
w_bent = o_bent["low"] + o_bent["high"]
m_bent = sum(hop(n) @ hop(n) for n in bent)
trace_root = np.sqrt(np.linalg.eigvalsh(m_bent)).sum()
assert abs(w_bent - a ** 2 * trace_root) < 1e-8
assert w_bent < w_octa and o_bent["low"] < o_straight["low"]
rng = np.random.default_rng(4)
for _ in range(30):
    v = rng.normal(size=(6, 3))
    v /= np.linalg.norm(v, axis=1)[:, None]
    r = spectrum(list(v), FULL_SHELL)
    assert r["low"] + r["high"] <= w_octa + 1e-8

print(f"sigma hopping Vs = {Vs:.2f} eV, pi hopping Vp = {Vp:.2f} eV")
print(f"bond length a = {a:.2f} angstrom, kappa = {kappa:.3f}")
print(f"largest error of angular law = {angular_error:.1e} hartree")
print("Hopping from central p_x (eV) and level energy E (eV)")
print("theta/deg  parallel   cross    best t2   E")
for r in rows:
    print(f"{r[0]:6.0f}   {r[1]:8.4f} {r[2]:8.4f} {r[3]:8.4f} {r[4]:8.4f}")
print("D in angstrom^2; W_low, W_high in eV angstrom^2")
print("theta/deg   D       W_low    W_high   W_total")
for r in rows:
    print(f"{r[0]:6.0f}  {r[5]:8.4f} {r[6]:8.4f} {r[7]:8.4f} {r[6]+r[7]:8.4f}")
print("Ratios to the straight trimer (no unit)")
print("theta/deg  t2     W_low   W_total  polarizability")
w0 = rows[0, 6] + rows[0, 7]
for r in rows:
    print(f"{r[0]:6.0f}  {r[3]/rows[0,3]:7.4f} {r[6]/rows[0,6]:7.4f}"
          f" {(r[6]+r[7])/w0:7.4f} {r[8]/rows[0,8]:7.4f}")
print(f"parallel hopping vanishes at theta = {node*180/np.pi:.2f} deg")
_, e60, g60, _ = formulas(th60)
print(f"60 deg: energy factor E/E0 = {e60/rows[0,4]:.4f}")
print(f"60 deg: electronic factor G = {g60:.4f}")
print(f"60 deg: geometric factor = {np.cos(th60/2)**2:.4f}")
print(f"control kappa=1, 60 deg: W_low ratio = {control_low:.4f}")
print(f"control kappa=1, 60 deg: W_total ratio = {control_total:.4f}")
print(f"small-angle loss coefficient = {slope:.4f} per rad^2")
print(f"polarizability ratio at 10 deg = {alpha_small:.5f}")
print("Full central p shell, strengths in eV angstrom^2")
print(f"trimer W_total, straight = {w_free0:.3f}")
print(f"trimer W_total, 90 deg = {w_free90:.3f}")
print(f"octahedron W_total, regular = {w_octa:.3f}")
print(f"octahedron W_total, one bond 30 deg = {w_bent:.3f}")
print(f"octahedron W_low, regular = {o_straight['low']:.3f}")
print(f"octahedron W_low, one bond 30 deg = {o_bent['low']:.3f}")
print("finished without a failed check")
```

Printed output:

```
sigma hopping Vs = 2.00 eV, pi hopping Vp = -0.50 eV
bond length a = 3.00 angstrom, kappa = 0.250
largest error of angular law = 2.5e-16 hartree
Hopping from central p_x (eV) and level energy E (eV)
theta/deg  parallel   cross    best t2   E
     0     2.0000   0.0000   2.0000   2.8284
    15     1.8325   0.6250   1.9362   2.7837
    30     1.3750   1.0825   1.7500   2.6575
    45     0.7500   1.2500   1.4577   2.4749
    60     0.1250   1.0825   1.0897   2.2776
    75    -0.3325   0.6250   0.7080   2.1216
    90    -0.5000   0.0000   0.5000   2.0616
D in angstrom^2; W_low, W_high in eV angstrom^2
theta/deg   D       W_low    W_high   W_total
     0    4.5000  25.4558   0.0000  25.4558
    15    4.4187  24.6003   0.4527  25.0530
    30    4.1246  21.9224   1.9954  23.9178
    45    3.4810  17.2303   5.0436  22.2739
    60    2.3829  10.8548   9.6437  20.4985
    75    1.1210   4.7568  14.3376  19.0944
    90    0.4983   2.0544  16.4996  18.5540
Ratios to the straight trimer (no unit)
theta/deg  t2     W_low   W_total  polarizability
     0   1.0000  1.0000  1.0000  1.0000
    15   0.9681  0.9664  0.9842  1.0023
    30   0.8750  0.8612  0.9396  0.9977
    45   0.7289  0.6769  0.8750  0.9488
    60   0.5449  0.4264  0.8053  0.8037
    75   0.3540  0.1869  0.7501  0.5824
    90   0.2500  0.0807  0.7289  0.4569
parallel hopping vanishes at theta = 63.43 deg
60 deg: energy factor E/E0 = 0.8053
60 deg: electronic factor G = 0.7061
60 deg: geometric factor = 0.7500
control kappa=1, 60 deg: W_low ratio = 0.7500
control kappa=1, 60 deg: W_total ratio = 1.0000
small-angle loss coefficient = 0.4844 per rad^2
polarizability ratio at 10 deg = 1.00125
Full central p shell, strengths in eV angstrom^2
trimer W_total, straight = 38.184
trimer W_total, 90 deg = 43.472
octahedron W_total, regular = 81.000
octahedron W_total, one bond 30 deg = 80.703
octahedron W_low, regular = 81.000
octahedron W_low, one bond 30 deg = 76.956
finished without a failed check
```
